# Why full gap averaging of a grating image leaves only even harmonics

A grating of period $p$, lit at normal incidence, sends out diffraction orders $m=0,\pm1,\dots,\pm M$ with amplitudes $a_m$. If a resist below it is exposed while the gap between mask and resist sweeps through a very long range, the accumulated dose for a mirror-symmetric grating is

$$
\bar I(x)=|a_0|^2+2\sum_{m=1}^{M}|a_m|^2\left[1+\cos(2mKx)\right],\qquad K=\frac{2\pi}{p}. \tag{1}
$$

Apart from the constant, only even harmonics $2m$ of the mask frequency remain, and harmonic $2m$ is the two-beam interference pattern of orders $+m$ and $-m$. The result holds for a range $L\to\infty$ and for light polarized along the grating lines (TE). For the other polarization (TM) each cosine acquires a factor derived below. Mirror symmetry makes the two beams of each pair equally strong and lines up the crests of the harmonics; their evenness comes from the direction of illumination.

Let $z$ be the distance below the mask, $x$ the coordinate across the lines, and $e^{-i\omega t}$ the time factor. The incident plane wave has wavelength $\lambda$, wavenumber $k=2\pi/\lambda$ and unit intensity. In TE polarization the electric field has one component, which obeys $(\partial_x^2+\partial_z^2+k^2)E=0$. At normal incidence the field has the period of the mask, so it is a Fourier series in $x$. A term $e^{imKx}f(z)$ satisfies the wave equation if $f''=-(k^2-m^2K^2)f$. Keeping the waves that travel away from the mask,

$$
E(x,z)=\sum_{m=-M}^{M}a_m e^{imKx+ik_mz},\qquad k_m=\sqrt{k^2-m^2K^2}. \tag{2}
$$

Order $m$ travels at an angle $\theta_m$ with $\sin\theta_m=mK/k=m\lambda/p$ and $\cos\theta_m=k_m/k$. Orders with $|m|K>k$ decay exponentially with $z$ and are dropped, which requires a smallest gap of many decay lengths.

The resist responds to $|E|^2$. Multiplying (2) by its complex conjugate gives

$$
|E|^2=\sum_{m,n}a_ma_n^*\,e^{i(m-n)Kx}\,e^{i(k_m-k_n)z}. \tag{3}
$$

Each pair of orders contributes a lateral harmonic of number $m-n$, which beats along $z$ at the rate $\Delta_{mn}=k_m-k_n$. Averaging uniformly over a gap range of length $L$ centred at $z_c$ gives

$$
\frac1L\int_{z_c-L/2}^{z_c+L/2}e^{i\Delta z}\,dz
=e^{i\Delta z_c}\,\frac{e^{i\Delta L/2}-e^{-i\Delta L/2}}{i\Delta L}
=e^{i\Delta z_c}\,\frac{\sin u}{u},\qquad u=\frac{\Delta L}{2}. \tag{4}
$$

For $\Delta=0$ the average is 1 for every $L$. For $\Delta\neq0$ its modulus is at most $1/|u|$, which tends to zero as $L\to\infty$. A pair therefore survives if and only if $k_m=k_n$. From the definition of $k_m$,

$$
k_m^2-k_n^2=(n^2-m^2)K^2
\quad\Longrightarrow\quad
k_m-k_n=\frac{(n^2-m^2)K^2}{k_m+k_n}, \tag{5}
$$

and this vanishes only for $n=m$ or $n=-m$. The terms $n=m$ have harmonic number zero and add up to the constant $\sum_m|a_m|^2$. The terms $n=-m$ with $m\neq0$ have harmonic number $m-n=2m$. Hence

$$
\bar I(x)=\sum_m|a_m|^2+\sum_{m\neq0}a_ma_{-m}^*\,e^{2imKx}. \tag{6}
$$

No odd number occurs in the exponent, and a given number $2m$ arises from one pair of orders. If order $-m$ is blocked and the others are left as they are, harmonic $2m$ disappears and the other harmonics keep their strength.

Equation (6) has not used mirror symmetry. Without it, the terms $m$ and $-m$ combine to $2|a_ma_{-m}|\cos(2mKx+\varphi_m)$, where $\varphi_m$ is the phase of $a_ma_{-m}^*$. The harmonics are still even, but their crests need not coincide, and a grating that sends light into $+m$ but none into $-m$ produces no harmonic $2m$. With $a_{-m}=a_m$ and the origin on the symmetry axis, $a_ma_{-m}^*=|a_m|^2$, the crests line up at $x=0$, and (6) becomes (1). Since $1+\cos2\alpha=2\cos^2\alpha$, an equivalent form is

$$
\bar I(x)=|a_0|^2+4\sum_{m=1}^{M}|a_m|^2\cos^2(mKx). \tag{7}
$$

The pattern repeats after $p/2$, because $\cos^2(mKx+m\pi)=\cos^2(mKx)$. Each pair gives fringes that reach zero, while the zeroth order has no partner and lays down a uniform background. The dose therefore never falls below $|a_0|^2$. If the mask suppresses the zeroth order and only $\pm1$ carry light, $\bar I=4|a_1|^2\cos^2(Kx)$, with complete dark fringes. The finest available period is $p/(2M)$, and since $MK\le k$ it cannot be smaller than $\lambda/2$.

The role of the illumination direction appears when the incident wave has a lateral wavenumber $k_x$. Order $m$ then has lateral wavenumber $k_x+mK$, and two orders share the same $z$ component if $(k_x+mK)^2=(k_x+nK)^2$, that is, if

$$
(m-n)\left[2k_x+(m+n)K\right]=0. \tag{8}
$$

Distinct orders survive together only when $m+n=-2k_x/K$. If $2k_x/K$ is not an integer, there is no such pair and the averaged dose is uniform. For $k_x=K/2$ the condition is $n=-1-m$, so $m-n=2m+1$ and the surviving harmonics are all odd. Normal incidence gives $n=-m$ and even harmonics.

The sum in (7) has a simple shape in the limit of very many orders, $\lambda/p\to0$. Take a thin opaque mask with a centred opening of width $w$, whose transmission $T(x)$ is 1 in the opening and 0 elsewhere. If the field at the mask is the incident field times $T$, then

$$
a_m=\frac1p\int_{-w/2}^{w/2}e^{-imKx}dx=\frac{\sin(\pi mw/p)}{\pi m},\qquad a_0=\frac wp\equiv f. \tag{9}
$$

The Fourier coefficients of the periodic convolution $C(y)=\frac1p\int_0^pT(s)T(y-s)\,ds$ are $a_m^2$, so $\sum_ma_m^2e^{2imKx}=C(2x)$. Parseval's theorem gives $\sum_ma_m^2=\frac1p\int_0^p T^2dx=f$. Since the second sum in (6) lacks the term $m=0$,

$$
\bar I(x)\to f-f^2+C(2x),\qquad C(2x)=\frac{w-2|x|}{p}\ \text{ for }|x|<\frac w2, \tag{10}
$$

where $C(2x)$ is zero over the rest of the period $p/2$ if $f\le1/2$. The averaged image is a row of triangles on a pedestal, not a copy of the openings. For $f=0.4$ the peak is $0.24+0.40=0.64$ and the valley is 0.24. At $f=1/2$ equation (9) gives $a_m=0$ for even $m\ne0$, so that harmonics 4, 8, 12 and so on vanish as well: not every even harmonic need be present.

A real scan has finite length, and (5) shows which beat is slowest. For $0\le m<n$ the numerator $(n^2-m^2)K^2$ is at least $K^2$, a value taken only for $m=0$, $n=1$, and the denominator is largest for the same pair. The longest beat period is thus that of orders 0 and 1, the Talbot length

$$
L_T=\frac{2\pi}{k-k_1}=\frac{\lambda}{1-\cos\theta_1}. \tag{11}
$$

Using $|\sin u/u|\le2/(|\Delta_{mn}|L)$ for every unwanted pair, the error of a uniform scan obeys

$$
|\bar I_L(x)-\bar I(x)|\le\frac2L\sum_{|m|\neq|n|}\frac{|a_ma_n|}{|k_m-k_n|}. \tag{12}
$$

In the paraxial limit, $k_m\simeq k-m^2K^2/(2k)$, the beat rates are $(n^2-m^2)K^2/(2k)=(n^2-m^2)\pi\lambda/p^2$. They are whole multiples of one rate. A scan of length $2p^2/\lambda$ then makes every $u$ a multiple of $\pi$, so all unwanted terms vanish after one Talbot length. At larger angles the beats are in general not commensurate, and one Talbot length leaves a residue.

The residue falls faster if the dose is faded in and out. With the weight $1+\cos(2\pi s/L)$, where $s=z-z_c$, the cosine splits into two exponentials that shift $u$ by $\pm\pi$. Because $\sin(u\pm\pi)=-\sin u$, the factor $\sin u/u$ is replaced by

$$
\frac{\sin u}{u}-\frac{\sin u}{2}\left[\frac1{u+\pi}+\frac1{u-\pi}\right]
=\sin u\left[\frac1u-\frac{u}{u^2-\pi^2}\right]
=\frac{\sin u}{u\left[1-(u/\pi)^2\right]}. \tag{13}
$$

For large $L$ this falls as $L^{-3}$ instead of $L^{-1}$. At $u=\pi$, however, its value is $1/2$, so a faded scan of one Talbot length still leaves half of the slowest beat, and a longer scan is needed if the image is not to depend on the middle gap.

For a numerical case take $p=1600$ nm, $\lambda=365$ nm, $w=640$ nm and a smallest gap of 20 µm. Since $p/\lambda=4.38$, nine orders propagate. The first evanescent order has an amplitude decay length of 106 nm, so at 20 µm it is reduced by $e^{-189}$. Equation (9) gives the powers $|a_0|^2=0.16000$ and $|a_m|^2=0.09165$, 0.00875, 0.00389, 0.00573 for $m=1$ to 4, at angles of 13.2°, 27.1°, 43.2° and 65.9°. The mean dose is $0.1600+2(0.1100)=0.380$ of the incident intensity. The harmonics have periods of 800, 400, 267 and 200 nm and cosine amplitudes $2|a_m|^2=0.1833$, 0.0175, 0.0078 and 0.0115.

As a test of (1), the field (2) was squared on a grid and averaged over 200 Talbot lengths with the raised-cosine weight. The Fourier coefficients of that image reproduce these four amplitudes to the digits given, and the largest odd coefficient is $3\times10^{-11}$.

At $x=0$ all cosines equal 1, and (7) gives the maximum $0.1600+4(0.1100)=0.600$. The minimum lies at $x=p/4=400$ nm, where the pairs $m=1$ and 3 are dark and the pairs 2 and 4 are bright:

$$
\bar I(p/4)=0.1600+4(0.00875+0.00573)=0.218. \tag{14}
$$

The contrast is $(0.600-0.218)/(0.600+0.218)=0.467$. The many-order triangle has $0.40/0.88=0.45$, so four pairs already come close to it. At a fixed gap, by comparison, the intensity at $x=0$ runs between 0.0003 and 1.995 within the first Talbot length beyond the smallest gap. For perfectly collimated light, averaging trades an image that depends on the gap, and has a higher contrast at most gaps though not at all, for one that does not depend on it.

The Talbot length is 13.84 µm, against 14.03 µm in the paraxial formula. Relative to the mean dose, the largest error of a uniform scan that starts at 20 µm is 5.3% after one Talbot length, 0.8% after two, 1.3% after four and 0.5% after ten. These values depend on the starting gap: for starts between 20 and about 60 µm they reach about 6.6%, 5.0%, 2.2% and 0.7%. The bound (12) gives 54%, 27%, 13.5% and 5.4%; it is safe but far from tight. The error does not fall steadily. With real amplitudes and $a_{-m}=a_m$, the terms $(m,n)$ and $(n,m)$ and their mirror images $(-m,-n)$ and $(-n,-m)$ add up to a lateral fringe $\cos[(m-n)Kx]$ whose strength is proportional to $\cos(\Delta z_c)\,\sin u/u$. For scans that all start at 20 µm, $z_c$ grows with $L$, and both the cosine and the sine change from one length to the next. The beat of orders 0 and 1 is an exception: its sine is zero at every whole number of Talbot lengths, so it adds no error there. A raised-cosine scan of one Talbot length that starts at 20 µm has an error of 60%: the beat between order 0 and orders $\pm1$ is only halved, which leaves a ripple of up to $\tfrac12\cdot4a_0a_1=0.242$, or 64% of the mean, depending on the middle gap. At two Talbot lengths $u=2\pi$ for this beat, (13) vanishes, and the total error is 0.01% for this start and up to about 0.09% for other starts between 20 and 60 µm.

In TM polarization the electric field lies in the plane of incidence. Let order $m$ have the lateral component $c_m$, with $c_{-m}=c_m$. The condition $\nabla\cdot\mathbf E=0$ gives $E_z=-(mK/k_m)c_m=-c_m\tan\theta_m$, which has opposite signs for $\pm m$. The scalar product that replaces $a_ma_{-m}^*$ is

$$
\mathbf E_m\cdot\mathbf E_{-m}^*=|c_m|^2(1-\tan^2\theta_m)
=\frac{|c_m|^2}{\cos^2\theta_m}\cos2\theta_m=|\mathbf E_m|^2\cos2\theta_m. \tag{15}
$$

The selection of pairs is unchanged, but the fringes of pair $m$ are weakened, vanish at 45° and are inverted beyond it. In air the factor is 0.90, 0.58, 0.06 and $-0.67$ for the four pairs. In a resist of index $n_r=1.7$ refraction reduces the angles, $\sin\theta'_m=\sin\theta_m/n_r$, and the factors become 0.96, 0.86, 0.68 and 0.42.

Inside the resist the TE order $m$ has the $z$ wavenumber $q_m=\sqrt{n_r^2k^2-m^2K^2}$. Continuity of the field and of its $z$ derivative at the surface requires $1+r_m=t_m$ and $k_m(1-r_m)=q_mt_m$. Eliminating $r_m$ gives $t_m=2k_m/(k_m+q_m)$. At depth $d$ the amplitude $a_m$ is replaced by $t_ma_me^{iq_md}$. Orders $\pm m$ share the same $t_m$ and $q_m$, so the depth phase cancels in each surviving pair, and (1) holds with $|t_ma_m|^2$ for $|a_m|^2$. Without absorption or reflection from below, the averaged image is the same at all depths. Its contrast in the resist is 0.48 for TE and 0.43 for TM, when the thin-mask rule (9) is applied to the electric-field component parallel to the mask plane in both cases.

The pairs are sensitive to the angular spread of the source. A small tilt $\delta$ in the $x$–$z$ plane adds $k\delta$ to every lateral wavenumber. Since $dk_z/dk_x=-\tan\theta$, the $z$ components of orders $\pm m$ then differ by $-2k\delta\tan\theta_m$. Using $mK=k\sin\theta_m$, their fringe becomes

$$
\cos(2mKx-2k\delta z\tan\theta_m)=\cos\left[2mK\left(x-\frac{\delta z}{\cos\theta_m}\right)\right]. \tag{16}
$$

For a scan of four Talbot lengths starting at 20 µm the middle gap is 47.7 µm, and a tilt of 1 mrad shifts harmonic 2 by 49 nm and harmonic 8 by 117 nm. The second shift exceeds half the 200 nm period. For a source filling $\pm1$ mrad uniformly in this plane, with a raised-cosine scan and fixed order amplitudes, harmonic 2 keeps 97% of its strength, while harmonic 8 is reduced to $-7\%$: almost erased, and inverted. With $\pm0.1$ mrad harmonic 8 keeps 98%.

These parameters are meant as rough values for displacement Talbot lithography, in which the gap is scanned during a near-ultraviolet exposure. The thin-mask rule is the assumption that a real metal mask breaks most directly, since its openings are comparable to the wavelength and its film has a finite thickness. Equation (1) remains valid with the true amplitudes, but these change. An indication of the uncertainty, not a bound, comes from imposing the incident lateral magnetic field in the opening, and zero elsewhere, instead of the electric field. In TE that field is proportional to $k_ma_m$, so $a_m$ is divided by $\cos\theta_m$. The power of order 1 rises by 5.5%, but that of order 4 rises sixfold. The contrast changes only from 0.467 to 0.493, yet the dose at $x=p/4$ rises from 0.218 to 0.34 and is no longer the minimum. Under this change of mask rule the main harmonic is fairly robust, and the fine structure of the profile is not. The two rules do not bracket a real mask. For 80 to 100 nm of chromium on quartz, with rough optical constants, a coupled-wave solution gives a TE contrast of about 0.45 to 0.46, below both values. In that solution the power of order 1 is a few percent lower, that of order 2 is 55 to 75% higher, and that of order 4 is about doubled.

Reflections are the other large omission. Above bare silicon, with a rough index of $6.5+2.7i$, the reflectance from the resist side is 41%. Without absorption in the resist, the zeroth order then forms a standing wave in depth with a period of 107 nm and a ratio of maximum to minimum of about 20. A coating that lowers the reflectance to 1% still leaves a ratio of 1.49. A flat substrate treats $\pm m$ alike, so this spoils the uniformity in depth but adds no odd harmonics. The resist surface also returns 6.7% of order 0 and 31% of order 4 (TE) towards the mask. Light diffracted there a second time has a phase that depends on the gap in a different way from (2), and the derivation does not cover it. The numerical output follows.

## Computed results

```
period 1600 nm, wavelength 365 nm, opening 640 nm
resist index 1.7, smallest gap 20 um, propagating orders 9
order 0: amplitude 0.4000, power |a|^2 0.16000
order 1: angle 13.19 deg, amplitude 0.3027, |a|^2 0.09165
order 2: angle 27.15 deg, amplitude 0.0935, |a|^2 0.00875
order 3: angle 43.19 deg, amplitude -0.0624, |a|^2 0.00389
order 4: angle 65.85 deg, amplitude -0.0757, |a|^2 0.00573
harmonic 2: period 800.0 nm, cosine amplitude 0.18329, direct 0.18329
harmonic 4: period 400.0 nm, cosine amplitude 0.01750, direct 0.01750
harmonic 6: period 266.7 nm, cosine amplitude 0.00778, direct 0.00778
harmonic 8: period 200.0 nm, cosine amplitude 0.01146, direct 0.01146
largest odd coefficient, direct long average: 3.1e-11
mean dose 0.3800, maximum 0.6001, minimum 0.2179 (incident = 1)
position of first minimum 400.0 nm
fixed gap, x=0, over one Talbot length: intensity 0.0003 to 1.9950
Talbot length exact 13.842 um, paraxial 14.027 um
scan 1 Talbot lengths, max error/mean: uniform 5.285 %, bound 54.1 %, raised cosine 60.1785 %
scan 2 Talbot lengths, max error/mean: uniform 0.806 %, bound 27.0 %, raised cosine 0.0115 %
scan 4 Talbot lengths, max error/mean: uniform 1.293 %, bound 13.5 %, raised cosine 0.0082 %
scan 10 Talbot lengths, max error/mean: uniform 0.489 %, bound 5.4 %, raised cosine 0.0005 %
contrast TE: air 0.4672, resist 0.4807
contrast TM: air 0.4351, resist 0.4275
TM factor cos(2 theta), order 1: air 0.896, resist 0.964
TM factor cos(2 theta), order 2: air 0.584, resist 0.856
TM factor cos(2 theta), order 3: air 0.063, resist 0.676
TM factor cos(2 theta), order 4: air -0.665, resist 0.424
magnetic-field mask condition (TE): |a|^2 times 1.055 (order 1), 5.976 (order 4)
  contrast in air then 0.4932
tilt 1 mrad at middle gap 47.68 um: shift 49.0 nm (harmonic 2), 116.6 nm (harmonic 8)
source spread +-0.1 mrad, part kept: harmonic 2 0.9997, harmonic 8 0.9769
source spread +-1.0 mrad, part kept: harmonic 2 0.9745, harmonic 8 -0.0693
resist surface reflectance TE: order 0 6.7 %, order 4 30.9 %
bare silicon under resist: reflectance 41 %, standing-wave max/min 20
coating with 1 % reflectance: standing-wave max/min 1.49
standing-wave period in depth, order 0: 107.4 nm
first evanescent order 5: amplitude decay length 105.9 nm
```
